\section*{Binding of an electron to a Thomas-Fermi screened proton}

\section*{Problem}

A proton at the end of its range in a metal may or may not hold an electron in a bound level. In a simple model, the proton is fixed in a uniform electron gas at zero temperature, with a rigid neutralising background. The gas screens it according to linear Thomas-Fermi theory, and one electron moves in the resulting potential.

Atomic units are used: $\hbar=m_e=e^2/(4\pi\epsilon_0)=1$. The length unit is the bohr, 0.0529 nm, and the energy unit is the hartree, 27.21 eV. The density parameter $r_s$ is the radius, in bohr, of a sphere holding one electron on average.

\begin{enumerate}
\item Find the potential energy $V(r)$ of the electron as a function of $r_s$.
\item Show that the existence of a bound state depends on a single dimensionless number.
\item Solve the zero-energy radial equation and find the critical value of that number.
\item Prove that this value separates binding from no binding, for every angular momentum, and find the critical $r_s$.
\item Describe how the level disappears at the threshold.
\item Apply the model to a slow proton in sodium and judge the result.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Expand the density of a local Fermi gas to first order in $V$ and use Poisson's equation.
\item Measure lengths in units of the screening length.
\item Start from infinity, where the solution can be set to 1, and expand in powers of the coupling. The identity $e^{-x}/x=\int_1^\infty e^{-px}\,dp$ turns each order into a sum of decaying exponentials.
\item If a zero-energy solution $f$ has no node, write a trial function as $u=fh$.
\item Compare the radial equation of the weakly bound state with that of the critical zero-energy state.
\item Compare $|V|$ with the Fermi energy.
\end{enumerate}

\section*{Solution}

\subsection*{1. The screened potential}

A Fermi gas with chemical potential $\mu=k_F^2/2$ has density $n=(2\mu)^{3/2}/(3\pi^2)$. In a slowly varying potential, $\mu$ is replaced by $\mu-V$. To first order the density changes by
\begin{equation}
\delta n=-V\frac{dn}{d\mu}=-\frac{k_F}{\pi^2}V .
\end{equation}
The electron's potential energy is minus the electrostatic potential, so Poisson's equation reads
\begin{equation}
\nabla^2V=4\pi\left[\delta(\mathbf r)-\delta n\right]
=4\pi\delta(\mathbf r)+\kappa^2V,\qquad \kappa^2=\frac{4k_F}{\pi}.
\end{equation}
The solution that vanishes at infinity is the Yukawa potential
\begin{equation}
V(r)=-\frac{e^{-\kappa r}}{r}.
\end{equation}
Equating $n=k_F^3/(3\pi^2)$ to $3/(4\pi r_s^3)$ gives $k_Fr_s=(9\pi/4)^{1/3}$. Therefore
\begin{equation}
\kappa^2=\frac4\pi\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s}
=\left(\frac{12}{\pi}\right)^{2/3}\frac1{r_s}=\frac{2.44355}{r_s}.
\end{equation}
A denser gas has a smaller $r_s$, a larger $\kappa$ and a shorter-ranged attraction.

\subsection*{2. One dimensionless coupling}

With the wavefunction written as $u(r)/r$ times a spherical harmonic, the radial equation is
\begin{equation}
-\frac12\frac{d^2u}{dr^2}+\left[\frac{l(l+1)}{2r^2}-\frac{e^{-\kappa r}}r\right]u=Eu .
\end{equation}
Set $l=0$, $E=0$ and $x=\kappa r$. Then $d^2/dr^2=\kappa^2d^2/dx^2$ and $1/r=\kappa/x$. Multiplication by $-2/\kappa^2$ gives
\begin{equation}
u''+g\,v(x)\,u=0,\qquad v(x)=\frac{e^{-x}}x,\qquad g=\frac2\kappa .
\label{zero}
\end{equation}
Primes now mean derivatives with respect to $x$. Since $g^2=4/\kappa^2$,
\begin{equation}
r_s=\left(\frac{12}{\pi}\right)^{2/3}\frac{g^2}{4}.
\label{rs}
\end{equation}

\subsection*{3. Solving the equation}

Let $f$ be the solution of (\ref{zero}) that tends to 1 at infinity. It obeys
\begin{equation}
f(x)=1-g\int_x^\infty(y-x)v(y)f(y)\,dy ,
\label{integral}
\end{equation}
as two differentiations confirm. Write $f=\sum_{n\ge0}(-g)^nf_n$ with $f_0=1$. Then $f_n''=vf_{n-1}$, and for $n\ge1$ each $f_n$ vanishes at infinity. Define $c_n=f_n(0)$ and
\begin{equation}
F(g)=f(0)=1-c_1g+c_2g^2-c_3g^3+\cdots .
\end{equation}

The number $F$ also describes the regular solution $u$, which has $u(0)=0$ and $u'(0)=1$. The Wronskian $fu'-f'u$ is constant. At the origin it is $F$, because $u\sim x$ while $f'$ grows at most logarithmically. At infinity $f'$ vanishes exponentially and $u$ grows at most linearly, so it is $u'(\infty)$. Hence $u'(\infty)=F(g)$. At a zero of $F$ the regular solution levels off.

\paragraph{Coefficients.} For $n\ge1$, write
\begin{equation}
f_n(x)=\int_n^\infty w_n(t)e^{-tx}\,dt .
\end{equation}
Since $v=\int_1^\infty e^{-px}dp$, the equation $f_1''=v$ gives $w_1=1/t^2$. For $n\ge2$, multiplying $f_{n-1}$ by $v$ adds the exponents $s$ and $p$. Collecting terms with $t=s+p$ and integrating twice over $x$ gives
\begin{equation}
w_n(t)=\frac1{t^2}\int_{n-1}^{t-1}w_{n-1}(s)\,ds .
\end{equation}
Equation (\ref{integral}) at $x=0$ gives
\begin{equation}
c_{n+1}=\int_0^\infty e^{-y}f_n(y)\,dy=\int_n^\infty\frac{w_n(t)}{t+1}\,dt ,
\end{equation}
where the last form holds for $n\ge1$. The first coefficient is $c_1=\int_0^\infty e^{-y}dy=1$. The next is
\begin{equation}
c_2=\int_1^\infty\frac{dt}{t^2(t+1)}
=\int_1^\infty\left[\frac1{t^2}-\frac1t+\frac1{t+1}\right]dt=1-\ln2 .
\end{equation}
For the third, $w_2=t^{-2}[1-1/(t-1)]=(t-2)/[t^2(t-1)]$, and
\begin{align}
c_3&=\int_2^\infty\frac{t-2}{t^2(t-1)(t+1)}\,dt\nonumber\\
&=\int_2^\infty\left[\frac2{t^2}-\frac1t-\frac1{2(t-1)}+\frac3{2(t+1)}\right]dt\nonumber\\
&=1+\ln2-\tfrac32\ln3 .
\end{align}
To continue, split $w_2(s)=2/s^2+1/s-1/(s-1)$ and integrate from 2 to $t-1$:
\begin{equation}
w_3(t)=\frac1{t^2}\left[1-\ln2-\frac2{t-1}+\ln\frac{t-1}{t-2}\right].
\end{equation}
Then $c_4=\int_3^\infty w_3(t)/(t+1)\,dt$. In $c_5$, exchanging the order of the two integrations leaves
\begin{equation}
c_5=\int_3^\infty w_3(s)\left[\frac1{s+1}-\ln\frac{s+2}{s+1}\right]ds .
\end{equation}
The numerical values are
\begin{align}
c_2&=0.3068528, & c_3&=0.0452287,\nonumber\\
c_4&=0.0039059, & c_5&=0.0002214 .
\end{align}

\paragraph{Error control.} All $w_n$ are non-negative and start at $t=n$, so $f_n(x)\le c_ne^{-nx}$. It follows that
\begin{equation}
c_{n+1}\le c_n\int_0^\infty e^{-(n+1)y}dy=\frac{c_n}{n+1}.
\end{equation}
The series therefore converges for every $g$. For $0<g<2$ its terms alternate and decrease from $n=1$ onward. Writing $F_N$ for the sum through $g^N$, we have $F_5<F<F_4$.

Both $F_4$ and $F_5$ decrease for $0<g<1.7$. Indeed both slopes are at most
\begin{equation}
-1+2c_2g-3c_3g^2+4c_4g^3 .
\end{equation}
The sum of the second and third terms increases up to $g=c_2/(3c_3)\approx2.26$, and the fourth increases too. At $g=1.7$ the whole expression is $-1+1.043-0.392+0.077=-0.272$, so it is negative throughout the interval. The root of $F_5$ is 1.67915 and that of $F_4$ is 1.68983. Since $F>F_5>0$ below the first of these, the smallest zero $g_c$ of $F$ satisfies
\begin{equation}
1.679<g_c<1.690 .
\end{equation}

Further terms sharpen the value. With $c_6=8.86\times10^{-6}$ and $c_7=2.6\times10^{-7}$, the sum at $g=1.67$ is
\begin{align}
F&\approx1-1.67+0.85578-0.21065+0.03038\nonumber\\
&\quad-0.00288+0.00019-0.00001=0.0028 .
\end{align}
At $g=1.68$ the same sum is $-0.00006$. Linear interpolation gives $g_c\approx1.6798$. Direct numerical integration of (\ref{zero}) from the origin, with the requirement $u'(\infty)=0$, gives $g_c=1.679808$.

\subsection*{4. Why this is the binding threshold}

\paragraph{No node below threshold.} Differentiating (\ref{integral}) once gives
\begin{equation}
f'(x)=g\int_x^\infty v(y)f(y)\,dy .
\end{equation}
At small $g$, $f$ is positive everywhere. Raise $g$ until $f$ first touches zero. At that coupling $f\ge0$, so $f'>0$, and the zero must lie at $x=0$. This first happens at $g=g_c$. Hence $f>0$ on $x\ge0$ for all $g<g_c$.

\paragraph{No binding for $g\le g_c$.} For an s-wave trial function the mean energy is
\begin{equation}
\langle H\rangle=\frac{\kappa^2}{2}\frac{Q[u]}{\int_0^\infty u^2dx},\qquad
Q[u]=\int_0^\infty\left(u'^2-g\,v\,u^2\right)dx .
\end{equation}
Put $u=fh$ with $g<g_c$. Expanding the square and regrouping,
\begin{align}
u'^2&=f'^2h^2+2ff'hh'+f^2h'^2\nonumber\\
&=f^2h'^2+(ff'h^2)'-ff''h^2 .
\end{align}
Since $f''=-gvf$, the last term is $+gvu^2$ and cancels the attraction. The boundary term $ff'h^2=u^2f'/f$ vanishes at infinity. It also vanishes at the origin, where $u^2\le x\int_0^\infty u'^2dx$ by the Schwarz inequality and $f'$ is at most logarithmic. Thus
\begin{equation}
Q[u]=\int_0^\infty f^2h'^2\,dx\ge0 .
\end{equation}
For a fixed $u$, $Q$ is continuous in $g$, so the inequality holds at $g_c$ as well. No negative energy is possible. For $l>0$ the centrifugal term adds a positive amount to $Q$, so those states do not bind either.

\paragraph{Binding for $g>g_c$.} Let $f_c$ be $f$ at $g=g_c$; it vanishes at the origin. Use $u=f_c$ up to $x=X$, then let $u$ fall linearly to zero at $2X$. Integration by parts in the inner region gives
\begin{equation}
\int_0^X(f_c'^2-g_cvf_c^2)\,dx=f_c(X)f_c'(X)\to0 .
\end{equation}
The outer region costs at most $f_c(X)^2/X\to0$. What remains is
\begin{equation}
Q\to-(g-g_c)\int_0^\infty vf_c^2\,dx<0 .
\end{equation}
The continuum starts at zero energy, so a negative mean energy implies a bound state.

\paragraph{The critical density.} Equation (\ref{rs}) now gives
\begin{equation}
r_{s,c}=\frac{2.44355\times(1.679808)^2}{4}=1.724 .
\end{equation}
The last bound state is lost when $r_s$ falls to about 1.72. There $\kappa=1.1906$ per bohr and the screening length $1/\kappa$ is 0.0444 nm. The electron density is about 315 nm$^{-3}$, or $3.1\times10^{23}$ cm$^{-3}$.

\subsection*{5. How the level disappears}

Just above threshold write $E=-\kappa^2\eta^2/2$, so that $u''=(\eta^2-gv)u$ and $u$ decays as $e^{-\eta x}$. Multiply this equation by $f_c$, multiply $f_c''=-g_cvf_c$ by $u$, subtract and integrate. Both functions vanish at the origin and $u$ decays at infinity, so
\begin{equation}
\eta^2\int_0^\infty f_cu\,dx=(g-g_c)\int_0^\infty vf_cu\,dx .
\end{equation}
For small $\eta$, $u\approx f_ce^{-\eta x}$. The integral on the left is then about $1/\eta$, and to leading order
\begin{equation}
\eta\approx J(g-g_c),\quad J=\int_0^\infty vf_c^2dx,\quad
E\approx-\frac{\kappa^2J^2}{2}(g-g_c)^2 .
\end{equation}
The energy vanishes quadratically while the orbit grows without limit.

Quadrature over $f_c$ gives $J=0.441$, and the computed levels agree with it. At $r_s=1.8$ the level is $-0.0049$ eV and $g-g_c=0.0367$, which gives $\eta\approx0.016$ and a ratio $\eta/(g-g_c)=0.44$. At $r_s=2.0$ the level is $-0.0551$ eV and the ratio is again 0.44. The decay length $1/(\kappa\eta)$ at $r_s=1.8$ is about 53 bohr, or 2.8 nm, some sixty screening lengths. So weak a level is easily altered by effects outside the model.

In the opposite limit $\kappa\to0$, the Yukawa potential becomes the Coulomb potential and the hydrogen level at $-13.6$ eV returns. This is a formal limit of the potential. Since $\kappa\propto r_s^{-1/2}$ it is approached slowly: the level is only $-2.5$ eV at $r_s=6$, the dilute end of metallic densities.

\subsection*{6. A slow proton in sodium}

Take a body-centred cubic cell of edge 0.43 nm, a rough value, with two atoms and one conduction electron per atom. Then
\begin{align}
n&=\frac2{(0.43\ \mathrm{nm})^3}=25.2\ \mathrm{nm}^{-3},\qquad r_s=4.00,\\
\kappa&=\sqrt{\frac{2.44355}{4.00}}=0.782\ \text{per bohr},\qquad
g=\frac2\kappa=2.56 .
\end{align}
The coupling is 1.52 times critical, so the model has a bound level. Its energy, measured from the bottom of the conduction band, is $-1.34$ eV and its mean orbit radius is 0.131 nm, about twice the screening length of 0.068 nm.

\paragraph{How far to trust it.} Linear screening requires $|V|$ to be small compared with the Fermi energy, here 3.13 eV. At one screening length from the proton, $|V|$ is already 2.5 times that energy. Keeping the full $(\mu-V)^{3/2}$ law in Poisson's equation moves the level to $-0.15$ eV. This law is convex, so a given attraction collects more screening electrons than the linear formula allows. The nonlinear density includes all electrons near the proton, so this figure shows how sensitive the level is to the screening law and is not a better prediction of it.

Thomas-Fermi theory also overstates the response at short wavelengths. The static Lindhard response, still linear, puts the level at $-2.8$ eV and moves the critical $r_s$ to 1.56. The three treatments agree that sodium lies on the binding side, but their energies differ by a factor of nearly twenty. The threshold is sensitive as well: the nonlinear law moves the critical $r_s$ up to between 2.0 and 2.5, so near $r_s=2$ the treatments disagree on whether a level exists. The value 1.72 is a property of linear Thomas-Fermi screening, not a measured boundary.

The model also assumes a static proton. A proton moves at the Fermi velocity of this gas when its energy is 5.75 keV. The static picture needs a much lower speed, and so concerns the end of the range. Temperature matters little for the screening: at 300 K, $k_BT$ is 0.8\% of the Fermi energy. The lattice, replaced here by a uniform background, can matter more. A proton on a tetrahedral site would be 0.24 nm from the nearest sodium ions, less than twice the mean orbit radius. Exchange, correlation and a second bound electron are also left out.

Losing the level does not expose the proton's charge at large distance. The linear screening cloud $\delta n=\kappa^2e^{-\kappa r}/(4\pi r)$ contains $\kappa^2\int_0^\infty re^{-\kappa r}dr=1$ electron for every $r_s$. The threshold tells whether a localised level exists in this potential; it does not by itself fix a charge state.

\section*{Variation 1: binding from one trial function}

\emph{Use $u=1-e^{-ar}$ to prove binding without solving the radial equation.}

The kinetic energy integral is $\frac12\int_0^\infty a^2e^{-2ar}dr=a/4$. Expanding $u^2$, the attraction is
\begin{align}
&\int_0^\infty\frac{e^{-\kappa r}-2e^{-(\kappa+a)r}+e^{-(\kappa+2a)r}}r\,dr\nonumber\\
&\qquad=\ln\frac{(\kappa+a)^2}{\kappa(\kappa+2a)} ,
\end{align}
from $\int_0^\infty(e^{-pr}-e^{-qr})\,dr/r=\ln(q/p)$. The function does not decay, but a distant linear cutoff costs arbitrarily little, as in part 4. With $y=a/\kappa$, attraction exceeds kinetic energy when
\begin{equation}
\kappa<\frac4y\ln\frac{(1+y)^2}{1+2y}.
\end{equation}
The best choice, $y=1.535$, gives $\kappa<2.606\times0.4567=1.190$. This proves binding for $r_s>1.725$, within 0.1\% of the threshold found above. A trial function cannot prove the absence of binding; that needed the positive solution $f$.

\section*{Variation 2: finite mass and other charges}

\emph{Replace the fixed proton by a particle of charge $Z$ and mass $M$ (in electron masses), keeping linear static screening centred on it.}

The relative motion has reduced mass $m=M/(M+1)$. The kinetic term becomes $-(1/2m)\,d^2/dr^2$ and the attraction is multiplied by $Z$. Repeating the scaling of part 2 gives $g=2mZ/\kappa$, with the same critical value $g_c$. Therefore
\begin{equation}
r_{s,c}(Z,M)=\left(\frac{12}{\pi}\right)^{2/3}\frac{g_c^2}{4Z^2}
\left(1+\frac1M\right)^2 .
\end{equation}
For a proton the threshold rises from 1.7238 to 1.7257, a relative change of 0.1\%, negligible beside the error of the screening model. A larger charge lowers the threshold as $1/Z^2$. At a fixed density it also makes the assumption of linear screening worse, since $|V|$ grows in proportion to $Z$. At the threshold itself the opposite holds. There $\kappa$ grows as $Z$, so $|V|$ at one screening length grows as $Z^2$, while the Fermi energy, proportional to $\kappa^4$, grows as $Z^4$. Their ratio is 0.71 for $Z=1$ and falls as $1/Z^2$.

The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
THRESHOLD
(12/pi)^(2/3) = 2.44355
series coefficient c1 = 1.0000000
series coefficient c2 = 0.3068528
series coefficient c3 = 0.0452287
series coefficient c4 = 0.0039059
series coefficient c5 = 0.0002214
series coefficient c6 = 8.8606e-06
series coefficient c7 = 2.6377e-07
series coefficient c8 = 6.0675e-09
root of F cut after g^5 (lower bound) = 1.67915
root of F cut after g^4 (upper bound) = 1.68983
critical coupling g_c, series = 1.679808
critical coupling g_c, direct integration = 1.679808
critical kappa = 1.190612 per bohr
critical screening length = 0.04445 nm
critical r_s = 1.72377
critical r_s, 8-function variation = 1.72378
r_s lower bound from g^5 cut = 1.7224
r_s upper bound from g^4 cut = 1.7444
one-function trial: best a/kappa = 1.5350
one-function trial: binds for kappa < 1.19021 per bohr
one-function trial: binds for r_s > 1.72493
critical electron density = 314.5 per nm^3
Yukawa level at r_s 1.8 = -0.0049 eV
Yukawa level at r_s 2.0 = -0.0551 eV
Yukawa level at r_s 3.0 = -0.6500 eV
SODIUM EXAMPLE
cell edge (rough input) = 0.43 nm
electron density = 25.16 per nm^3
r_s = 4.0009
Fermi energy = 3.131 eV
kappa = 0.7815 per bohr
screening length = 0.0677 nm
coupling g = 2.5592
binding strength g/g_c = 1.5235
Yukawa level = -1.339 eV
Yukawa level by shooting = -1.339 eV
mean orbit radius = 0.1308 nm
NEGLECTED EFFECTS
Lindhard: binding strength in Na = 1.7256
Lindhard: level in Na = -2.819 eV
Lindhard: critical r_s = 1.560
|V|/Fermi energy at one screening length = 2.50
nonlinear TF: binding strength in Na = 1.1634
nonlinear TF: lowest eigenvalue in Na = -0.1521 eV
proton energy at Fermi velocity = 5.75 keV
kT/Fermi energy at 300 K = 0.0083
critical r_s with finite proton mass = 1.72565
tetrahedral site to Na ion distance = 0.240 nm
\end{verbatim}
